\section*{Problem: DIIS as a multisecant quasi-Newton step and the parts of its error}

Let $g:\mathbb{R}^N\to\mathbb{R}^N$ have a root $x^*$ and Jacobian $J(x)=g'(x)$. Vector norms are Euclidean, matrix norms are the induced ones, and $\|\cdot\|_F$ is the Frobenius norm. A fixed matrix $C_0$ defines the basic iteration $x\mapsto x-C_0\,g(x)$; for a fixed-point problem $x=G(x)$ with $g=x-G(x)$ and $C_0=I$ this is $x\mapsto G(x)$. Given stored points $x_0,\dots,x_n$ with residuals $g_i=g(x_i)$, residual DIIS takes the coefficients $c_i$ that minimize $\|\sum_i c_ig_i\|$ under $\sum_i c_i=1$ and sets
\begin{equation}
\bar x=\sum_{i=0}^n c_ix_i,\qquad \bar g=\sum_{i=0}^n c_ig_i,\qquad x_{n+1}=\bar x-C_0\bar g .
\label{diis}
\end{equation}
Errors are $e_i=x_i-x^*$. The differences $s_i=x_i-x_n$ and $y_i=g_i-g_n$, $i<n$, are the columns of the $N\times n$ matrices $S$ and $Y$. Unless stated otherwise $Y$ has full column rank, which requires $n\le N$.

\section*{(a) Removing the constraint}

\emph{Express $\bar x$ and $\bar g$ through $x_n,g_n,S,Y$, starting from Pulay's bordered linear system.}

\subsection*{Solution}
With $B_{ij}=g_i^Tg_j$, stationarity of $\frac12c^TBc+\lambda(\sum_ic_i-1)$ gives $\sum_jB_{ij}c_j=-\lambda$, that is $g_i^T\bar g=-\lambda$ for every $i$. Subtracting row $n$ from row $i$ removes the multiplier: $y_i^T\bar g=0$, or $Y^T\bar g=0$. The constraint gives $c_n=1-\sum_{i<n}c_i$, so with $\gamma_i=-c_i$ for $i<n$
\begin{equation}
\bar g=g_n+\sum_{i<n}c_i(g_i-g_n)=g_n-Y\gamma,\qquad \bar x=x_n-S\gamma .
\end{equation}
Then $Y^T\bar g=0$ reads $Y^TY\gamma=Y^Tg_n$. Full column rank makes $Y^TY$ positive definite, so the stationary point is the unique minimum, $\gamma=Y^+g_n$ with $Y^+=(Y^TY)^{-1}Y^T$. The matrix $\Pi=YY^+$ is symmetric, satisfies $\Pi^2=\Pi$ because $Y^+Y=I$, and has the range of $Y$; it is the orthogonal projector on $\operatorname{ran}Y$. With $Q=I-\Pi$,
\begin{equation}
\bar g=Qg_n,\qquad \bar x=x_n-SY^+g_n .
\label{bar}
\end{equation}
The identities $QY=Y-YY^+Y=0$ and $Y^+Q=Y^+-Y^+YY^+=0$ are used below.

\section*{(b) The quasi-Newton matrix}

\emph{Write $x_{n+1}=x_n-C_ng_n$. Find which secant conditions $C_n$ obeys, characterize it among all matrices that obey them, and determine when they can all be met.}

\subsection*{Solution}
Inserting (\ref{bar}) in (\ref{diis}) gives $x_{n+1}=x_n-SY^+g_n-C_0Qg_n$, hence
\begin{equation}
C_n=SY^++C_0Q=C_0+(S-C_0Y)Y^+ ,
\label{Cn}
\end{equation}
where the second form uses $Q=I-YY^+$. From $Y^+Y=I$ and $QY=0$ follows $C_nY=S$, that is $C_ny_i=s_i$ for every stored pair, and by subtraction $C_n(g_i-g_j)=x_i-x_j$. Since $y_i\approx Js_i$, these are secant conditions on the \emph{inverse} Jacobian. From $Y^+Q=0$ follows $C_nQ=C_0Q$: on the orthogonal complement of $\operatorname{ran}Y$, where the history holds no information, $C_n$ acts as $C_0$. The two properties fix the matrix, because $C=C\Pi+CQ=(CY)Y^++CQ$.

Let $C$ be any matrix with $CY=S$ and $Z=C-C_n$. Then $ZY=0$, so $Z\Pi=0$ and $Z=ZQ$. The Frobenius cross term is $\operatorname{tr}[(C_n-C_0)Z^T]=\operatorname{tr}[(C_n-C_0)QZ^T]=0$, since $Z^T=QZ^T$ and $(C_n-C_0)Q=0$. Therefore
\begin{equation}
\|C-C_0\|_F^2=\|C_n-C_0\|_F^2+\|Z\|_F^2 ,
\end{equation}
and $C_n$ is the unique least change of $C_0$ that meets all secant conditions. It need not be invertible: for $N=2$, $C_0=I$, $Y=(1,0)^T$, $S=(0,1)^T$, both columns of $C_n$ are $(0,1)^T$. A model of $J$ itself may thus not exist.

If $Yz=0$ for some $z$, then $CY=S$ forces $Sz=0$. Conversely, if $\ker Y\subset\ker S$, the rule $Yw\mapsto Sw$ defines a linear map on $\operatorname{ran}Y$, which extends to $\mathbb{R}^N$. The conditions are compatible exactly when $\ker Y\subset\ker S$. Full column rank guarantees this; part (e) shows how it fails for $n>N$.

\section*{(c) Recursive form}

\emph{With $\Delta x_k=x_{k+1}-x_k$ and $\Delta g_k=g_{k+1}-g_k$, find a rank-one update that builds $C_{k+1}$ from $C_k$, and compare it with Broyden's second method.}

\subsection*{Solution}
Since $y_i=-\sum_{k=i}^{n-1}\Delta g_k$ and $s_i=-\sum_{k=i}^{n-1}\Delta x_k$, the two sets of differences are related by the same invertible triangular matrix. So $\operatorname{ran}Y$ is the span of $\Delta g_0,\dots,\Delta g_{n-1}$, and $CY=S$ is equivalent to $C\Delta g_k=\Delta x_k$ for all $k<n$. Let $Q_k$ project orthogonally on the complement of $\Delta g_0,\dots,\Delta g_{k-1}$, with $Q_0=I$, and let $\hat y_k=Q_k\Delta g_k$, which is nonzero by the rank assumption and has $\hat y_k^T\Delta g_k=\|\hat y_k\|^2$. A rank-one term $uv^T$ leaves the old secants intact if $v^T\Delta g_j=0$ for $j<k$, and leaves the action on the complement of $\Delta g_0,\dots,\Delta g_k$ intact if $v$ lies in their span. Both hold only for $v\propto\hat y_k$. The new secant then fixes $u$:
\begin{equation}
C_{k+1}=C_k+\frac{(\Delta x_k-C_k\Delta g_k)\,\hat y_k^T}{\hat y_k^T\Delta g_k}.
\label{rec}
\end{equation}
Assume that $C_k$ meets the secants $j<k$ and has $C_kQ_k=C_0Q_k$, as is true for $k=0$. Applied to $\Delta g_k$, (\ref{rec}) gives $\Delta x_k$. Applied to $\Delta g_j$, $j<k$, the update vanishes. For $v$ in the range of $Q_{k+1}$, $\hat y_k^Tv=0$ and $v=Q_kv$, so $C_{k+1}v=C_kv=C_0v$. By the uniqueness in (b), (\ref{rec}) generates (\ref{Cn}). Broyden's second method has $\Delta g_k$ in place of $\hat y_k$; it yields $C_{k+1}\Delta g_j=C_k\Delta g_j+(\Delta x_k-C_k\Delta g_k)\,\Delta g_k^T\Delta g_j/\|\Delta g_k\|^2$, which spoils a secant $j$ that $C_k$ meets unless the two differences are orthogonal or the update is zero.

\section*{(d) Splitting the error}

\emph{Let $J_n=J(x_n)$ be invertible. Split $e_{n+1}$ exactly by comparison with a Newton step from $x_n$, and bound each term, given a constant $\Lambda$ with $\|J(b+ts)-J(b)\|\le\Lambda t\|s\|$, $0\le t\le1$, on the segments that occur.}

\subsection*{Solution}
Define the Taylor remainder and use $g(b+s)-g(b)=\int_0^1J(b+ts)s\,dt$:
\begin{equation}
R(b,s)=g(b+s)-g(b)-J(b)s=\int_0^1[J(b+ts)-J(b)]s\,dt .
\label{R}
\end{equation}
The assumption gives $\|R(b,s)\|\le\int_0^1\Lambda t\|s\|^2dt=\frac12\Lambda\|s\|^2$. Adding and subtracting $J_n^{-1}g_n$ and inserting $I=Q+\Pi$,
\begin{equation}
e_{n+1}=(e_n-J_n^{-1}g_n)+(J_n^{-1}-C_n)Qg_n+(J_n^{-1}-C_n)\Pi g_n\equiv L+U+M .
\label{split}
\end{equation}
For $L$, the choice $b=x_n$, $s=-e_n$ in (\ref{R}) gives $R(x_n,-e_n)=0-g_n+J_ne_n$, which is $J_nL$. For $U$, $C_nQ=C_0Q$. For $M$, $\Pi g_n=Y\gamma$ and $C_nY=S$ give $M=J_n^{-1}(Y-J_nS)\gamma$, column $i$ of $Y-J_nS$ is $R(x_n,s_i)$, and $\gamma_i=-c_i$. Thus
\begin{align}
L&=J_n^{-1}R(x_n,-e_n), & \|L\|&\le\tfrac12\Lambda\|J_n^{-1}\|\,\|e_n\|^2,\label{L}\\
U&=(J_n^{-1}-C_0)Qg_n, & \|U\|&\le\|J_n^{-1}-C_0\|\,\|Qg_n\|,\label{U}\\
M&=-J_n^{-1}\sum_{i<n}c_iR(x_n,s_i), & \|M\|&\le\tfrac12\Lambda\|J_n^{-1}\|\sum_{i<n}|c_i|\,\|s_i\|^2.\label{M}
\end{align}
$L$ is the linearization error, the error left by an exact Newton step. $U$ is the subspace error: on the part of $g_n$ outside $\operatorname{ran}Y$ the step uses $C_0$ in place of $J_n^{-1}$. $M$ is the Jacobian-model error: inside $\operatorname{ran}Y$ the products $J_ns_i$ are replaced by the finite differences $y_i$.

The name of $U$ is justified by relating $\|Qg_n\|$ to the affine hull of the history. Let $a_i$, $\sum_ia_i=1$, be the weights of the point of the hull nearest to $x^*$, at distance $\delta=\|\sum_ia_ie_i\|$. With $J_*=J(x^*)$ and $g_i=J_*e_i+R(x^*,e_i)$, minimality of the DIIS coefficients gives
\begin{equation}
\|Qg_n\|\le\Big\|\sum_ia_ig_i\Big\|\le\|J_*\|\,\delta+\tfrac12\Lambda\sum_i|a_i|\,\|e_i\|^2 .
\label{dist}
\end{equation}
Minimality was not used in the equalities of (\ref{L})--(\ref{M}). For any weights with unit sum, $x_{n+1}=x_n-S\gamma-C_0\bar g$ and $g_n=\bar g+Y\gamma$ give the same three terms with $\bar g$ in place of $Qg_n$. The bounds (\ref{L})--(\ref{M}) contain $J_n^{-1}$, so their prefactors diverge as $x_n\to x^*$ if $J_*$ is singular; the bound (\ref{dist}) is unaffected.

\section*{(e) Orders of the three terms}

\emph{Let $g''$ be Lipschitz continuous and $J_*$ invertible. Find the leading behaviour as $t\to0$ when (i) $e_i=td_i$ for all $i$ with fixed $d_i$, (ii) only $e_n=td$ shrinks, (iii) case (i) has $n=N$. What happens to the secant conditions for $n=N+1$?}

\subsection*{Solution}
Under this smoothness $R(b,s)=\frac12g''(b)[s,s]+O(\|s\|^3)$, and $J_n^{-1}=J_*^{-1}+O(t)$ in all cases.

(i) Here $g_i=tJ_*d_i+O(t^2)$ and $Y=t\,[Y_0+O(t)]$ with columns $J_*(d_i-d_n)$ in $Y_0$, taken of full rank. The factor $t$ cancels in $\gamma=Y^+g_n$ and in $Q$, so $c=c^0+O(t)$ and $Q=Q^0+O(t)$, where the superscript marks the linearized problem. Then
\begin{align}
U&=t\,(J_*^{-1}-C_0)Q^0J_*d_n+O(t^2),\qquad L=\tfrac12t^2J_*^{-1}g''(x^*)[d_n,d_n]+O(t^3),\nonumber\\
M&=-\tfrac12t^2J_*^{-1}\sum_{i<n}c_i^0\,g''(x^*)[d_i-d_n,d_i-d_n]+O(t^3).\label{lead}
\end{align}
With a fixed history length $n<N$ the first-order term $U$ dominates, unless its coefficient vanishes.

(ii) Now $y_i\to g_i$ and $R(x_n,s_i)\to R(x^*,e_i)$, both fixed. With $Y_\infty=[g_0,\dots,g_{n-1}]$ of full rank, $\gamma=tY_\infty^+J_*d+O(t^2)$, so
\begin{equation}
M=t\,J_*^{-1}\sum_{i<n}R(x^*,e_i)\,(Y_\infty^+J_*d)_i+O(t^2).
\end{equation}
$L$ stays of second order, but $M$ is of first order in $\|e_n\|$, with a coefficient set by the distant points. New points do not repair this operator. By (c), $C_n\Pi_{n-1}=C_{n-1}\Pi_{n-1}$ for the projector $\Pi_{n-1}$ of the previous step, and $\Pi_n\Pi_{n-1}=\Pi_{n-1}$, so for a fixed matrix $J$
\begin{equation}
\|(J^{-1}-C_n)\Pi_n\|\ge\|(J^{-1}-C_n)\Pi_n\Pi_{n-1}\|=\|(J^{-1}-C_{n-1})\Pi_{n-1}\| .
\label{mono}
\end{equation}
With an untruncated history, bounding $M$ by this operator norm times $\|g_n\|$ therefore gives a factor that can decrease only through the change of $J_n^{-1}$ from step to step, even when $U$ is small. The inequality does not bound $M$ from below, since $M$ is the action of the operator on the single vector $\Pi_ng_n$.

(iii) If $\operatorname{rank}Y=N$, then $Q=0$, $U=0$, $C_n=SY^{-1}$ is independent of $C_0$, and $e_{n+1}=L+M=O(t^2)$, where the bound (\ref{M}) on the prefactor grows with $\sum_i|c_i^0|$.

For $n=N+1$ there is a unit vector $z$ with $Yz=0$. From $y_i=J_ns_i+R(x_n,s_i)$ follows $Sz=-J_n^{-1}\sum_iz_iR(x_n,s_i)$. This vanishes for linear $g$. For nonlinear $g$ it is $O(t^2)$ and nonzero unless the remainders cancel, and then by (b) no matrix meets all secants.

\section*{(f) The linear limit}

\emph{Let $g=J(x-x^*)$ with constant invertible $J$, $C_0=I$, and all iterates kept. Identify $\bar x$ at step $n$ and give $e_{n+1}$.}

\subsection*{Solution}
Here $R=0$, so $L=M=0$. Let $K_k=\operatorname{span}\{g_0,Jg_0,\dots,J^{k-1}g_0\}$. Assume $e_i\in e_0+K_i$ for $i\le k$, which is true for $k=0$. Then $\bar e=\bar x-x^*=e_0+w$ with $w\in K_k$, $\bar g=J\bar e=g_0+Jw\in K_{k+1}$, and $e_{k+1}=\bar e-\bar g\in e_0+K_{k+1}$. Hence the $n$ vectors $e_i-e_0$, $1\le i\le n$, lie in $K_n$. They are independent when $Y=JS$ has full column rank, and then span $K_n$, whose dimension is at most $n$. The affine hull is $e_0+K_n$, and DIIS minimizes $\|J\bar e\|$ over it, which is the definition of the $n$th GMRES iterate. With the GMRES residual $r_n=Qg_n$,
\begin{equation}
e_{n+1}=U=(J^{-1}-I)\,r_n .
\end{equation}
If GMRES stagnates, $r_n=r_{n-1}$, then $e_{n+1}=e_n$, the next $Y$ has a zero column, and the equivalence ends.

\section*{(g) The self-consistent field and Pulay's commutator}

\emph{For unrestricted Hartree--Fock (UHF) in an orthonormal real basis, let $x=(x^\alpha,x^\beta)$ be input Fock matrices, $D^\sigma(x)$ the projector on the occupied eigenvectors of $x^\sigma$, and $G^\sigma=h+\mathcal{J}[D^\alpha+D^\beta]-\mathcal{K}[D^\sigma]$ with Coulomb and exchange matrices $\mathcal J,\mathcal K$. Find $J$, simplify $U$ for $C_0=I$, and decide which results survive if $c$ minimizes $\|\sum_ic_i[G_i,D_i]\|_F$.}

\subsection*{Solution}
Symmetric matrix pairs are expanded in a Frobenius-orthonormal basis, so that the vector norm is the Frobenius norm of the pair. $G=h+VD$ is affine in $D$ with a constant linear map $V$. For one spin, with eigenvalues $\varepsilon_p$ and occupations $f_p\in\{0,1\}$, first-order perturbation theory gives $\delta|i\rangle=\sum_{p\ne i}|p\rangle\,\delta x_{pi}/(\varepsilon_i-\varepsilon_p)$. In $\delta D=\sum_{i\,\mathrm{occ}}(\delta|i\rangle\langle i|+|i\rangle\,\delta\langle i|)$ the element between two occupied orbitals is $\delta x_{ij}[1/(\varepsilon_j-\varepsilon_i)+1/(\varepsilon_i-\varepsilon_j)]=0$, as rotations inside the occupied space leave the projector unchanged. The element between virtual $a$ and occupied $i$ is $\delta x_{ai}/(\varepsilon_i-\varepsilon_a)$. Together,
\begin{equation}
\delta D_{pq}=(\chi\,\delta x)_{pq}=\frac{f_p-f_q}{\varepsilon_p-\varepsilon_q}\,\delta x_{pq}\quad(f_p\ne f_q),\qquad J=I-V\chi ,
\label{chi}
\end{equation}
with zero elements for $f_p=f_q$. This needs open gaps between the coupled occupied and virtual levels along all segments. Because $J^{-1}-I=J^{-1}(I-J)$,
\begin{equation}
U=J_n^{-1}V\chi_n\,\bar g ,
\label{Uov}
\end{equation}
so only the occupied--virtual block of $\bar g$ in the eigenbasis of $x_n$ produces subspace error.

Since $D_i$ is built from eigenvectors of $x_i$, $[x_i,D_i]=0$ and $[G_i,D_i]=-[g_i,D_i]$. In the eigenbasis $[g,D]_{pq}=g_{pq}(f_q-f_p)$, so $\|[g,D]\|_F^2=2\sum_{ia}g_{ia}^2$: the commutator measures the block that enters (\ref{Uov}), through a map that changes with $i$. By the remark on arbitrary weights in (d), the split holds exactly with $\bar g=\sum_ic_ig_i$. The secant form also survives. If $Qg_n\ne0$, then for any $\gamma$ the matrix $Y^-=Y^++(\gamma-Y^+g_n)(Qg_n)^T/\|Qg_n\|^2$ has $Y^-Y=I$, by $QY=0$, and $Y^-g_n=\gamma$, so $C=C_0+(S-C_0Y)Y^-$ obeys $CY=S$ and reproduces the step. What is lost is $CQ=C_0Q$, the least-change property, the recursion (\ref{rec}) and the minimality behind (\ref{dist}). In regime (i), $D_i=D^*+O(t)$ gives $[g_i,D_i]=Ag_i+O(t^2)$ with the fixed map $Ag=[g,D^*]$. If $AY_0$ has full column rank, the argument of (e) gives $\gamma=(AY)^+Ag_n+O(t)$. The limit belongs to the seminorm $\|Ag\|$ and differs at order $t^0$, in general, from the coefficients of the full norm.

\section*{(h) The fluorine atom}

\emph{Apply the results to F at the UHF/cc-pVDZ level, with the $\beta$ hole in $2p_z$, a L\"owdin-orthonormalized basis, $C_0=I$ and full history. Secure the invertibility of $J_*$, evaluate the three terms along the iteration, and compare them with the bounds at $n=3$.}

\subsection*{Solution}
\emph{Zero modes.} The 14 basis functions give $2\cdot14\cdot15/2=210$ coordinates. If $O(\theta)=e^{\theta\Omega}$ represents a spatial rotation, $Ox^*O^T$ is also a root, and the derivative at $\theta=0$ gives $J_*[\Omega,x^*]=0$. The commutator vanishes for the $z$ axis and is nonzero for the $x$ and $y$ axes, which turn the hole. The three smallest singular values of the $210\times210$ matrix (\ref{chi}) are $2\times10^{-17}$, $8\times10^{-16}$ and $0.432$, the first two being zero within rounding. These two modes couple different irreducible representations of $D_{2h}$ and are absent from block-diagonal $x$. Per spin there is one block of size 5 (three $s$, two $d$), three $p$ blocks of size 2 and three $d$ blocks of size 1, so $N=2(15+9+3)=54$. Occupations are fixed per block: two in the large block, one in each $p$ block, none in $\beta$ $p_z$. In this space $\|J_*\|=2.517$, $\|J_*^{-1}\|=2.13$, and $I-J_*$ has spectral radius $0.509$, the asymptotic rate of the plain iteration. These values and those below belong to this basis. In cc-pVTZ ($N=182$) the spectral radius is $0.540$, $\|J_*^{-1}\|=2.78$, the largest $\|M\|/\|U\|$ along the iteration is $0.41$, at $n=6$, and the ratio of commutator to residual error at $n=3$ is $0.63$ in place of $0.44$; $U$ remains the largest term for $n=1,\dots,6$ and the mean reduction per step remains $0.16$.

\emph{Iteration.} The start $x_0$ is the Fock pair of the minimal-basis atomic guess density of PySCF, shared equally between the spins, with $\|e_0\|=0.939\,E_h$. The bordered system was solved in 50-digit arithmetic, $Q$ and $Y^+$ came from a QR factorization, and $L$ and $M$ from (\ref{R}) by 24-point Gauss--Legendre quadrature of (\ref{chi}). Newton steps from $x_7$ gave $x^*$, with energy $-99.37524\,E_h=-2704.138$ eV. The smallest gap between coupled occupied and virtual levels, sampled on the segments between $x_0,\dots,x_6$ and $x^*$, is $1.99\,E_h$, so (\ref{chi}) applies. Norms are in $E_h$, and $1.66(-1)$ means $1.66\times10^{-1}$.
\begin{center}
\begin{tabular}{ccccccc}
$n$&$\|e_n\|$&$\|Qg_n\|$&$\|L\|$&$\|U\|$&$\|M\|$&$\|c\|_1$\\
1&1.66(-1)&1.98(-1)&3.61(-4)&5.21(-2)&5.44(-5)&1.01\\
2&5.24(-2)&2.11(-2)&8.74(-5)&1.63(-2)&8.08(-5)&1.02\\
3&1.62(-2)&4.73(-3)&1.74(-5)&3.89(-3)&3.24(-5)&1.91\\
4&3.90(-3)&6.10(-4)&1.03(-6)&4.32(-4)&1.75(-5)&2.64\\
5&4.27(-4)&6.63(-5)&1.34(-8)&1.85(-5)&8.22(-6)&2.93\\
6&2.16(-5)&8.48(-6)&3.25(-11)&2.77(-6)&8.00(-7)&1.45\\
7&3.29(-6)&&&&&
\end{tabular}
\end{center}
The final error is $8.9\times10^{-5}$ eV, and the mean reduction per step is $(3.29\times10^{-6}/0.166)^{1/6}=0.16$. $U$ is the largest term in every row. From $n=3$ on, $\|L\|$ scales as $\|e_n\|^2$: $\|L\|/\|e_n\|^2=1.74\times10^{-5}/(1.62\times10^{-2})^2=0.066\,E_h^{-1}$ at $n=3$, then $0.068$, $0.074$, $0.069$; at $n=1$ and $2$ the ratio is lower, $0.013$ and $0.032\,E_h^{-1}$. $M$ falls more slowly than the error: $\|M\|/\|e_n\|$ rises from $3\times10^{-4}$ at $n=1$ through $2\times10^{-3}$ at $n=3$ to $0.037$ at $n=6$, and $\|M\|/\|U\|$ reaches $8.22/18.5=0.44$ at $n=5$. In accord with (\ref{mono}), $\|(J_*^{-1}-C_n)\Pi_n\|$ does not decrease: it is $0.0133$, $0.0134$, $0.0134$, $0.0161$, $0.0439$, $0.144$ for $n=1,\dots,6$. With $J_n$ in place of $J_*$ it dips from $0.0123$ at $n=1$ to $0.0108$ at $n=2$ and rises afterwards. The inequality does not predict the size of the rise. At $n=5$ the single terms of (\ref{M}) from $x_0,\dots,x_4$ have norms $1.0(-7)$, $9.9(-6)$, $6.5(-6)$, $7.0(-6)$ and $7.7(-7)\,E_h$, so $M$ is carried by $x_1$ to $x_3$, and the most distant point $x_0$ adds about one percent. The same iteration on $g=J_*e$ from the same $e_0$ gives $\|e_1\|,\dots,\|e_6\|=1.53(-1)$, $4.92(-2)$, $1.54(-2)$, $3.81(-3)$, $4.07(-4)$, $1.77(-5)\,E_h$. The SCF norms exceed these by 2 to 8\% of the linear values up to $e_5$, and by 22\% at $e_6$, the step in which $M$ is largest relative to $U$.

\emph{Bounds at $n=3$.} The coefficients are $c=(5.03\times10^{-4},-0.1214,-0.3317,1.4526)$, with $\|s_i\|=0.9333$, $0.1580$, $0.04823\,E_h$, $\|J_3^{-1}\|=2.1314$ and $\|J_3^{-1}-I\|=1.4732$. The largest value of $\|J(b+ts)-J(b)\|/(t\|s\|)$ at the quadrature nodes of the eight segments in (\ref{L}), (\ref{M}) and (\ref{dist}) is $\Lambda=0.470\,E_h^{-1}$, a sampled value for these segments and no global constant. With $\frac12\Lambda\|J_3^{-1}\|=0.5006\,E_h^{-1}$, in $E_h$,
\begin{align*}
\|L\|&\le0.5006\,(1.6214\times10^{-2})^2=1.32\times10^{-4},\\
\|U\|&\le1.4732\cdot4.730\times10^{-3}=6.97\times10^{-3},\\
\|M\|&\le0.5006\,(0.438+3.029+0.772)\times10^{-3}=2.12\times10^{-3}.
\end{align*}
These exceed the tabulated values by factors $7.6$, $1.8$ and $65$. The bound on $M$ uses worst-case directions and discards cancellation between terms; the three terms of $M$ have norms $5.4(-6)$, $2.93(-5)$ and $1.14(-5)\,E_h$, whose sum is $1.4\,\|M\|$, so cancellation accounts for a factor $1.4$. Of the remaining $46$, a factor $3.0$ comes from using one $\Lambda$ for all segments: the value $0.470\,E_h^{-1}$ belongs to the segment between $x_3$ and $x^*$, while the three segments in (\ref{M}) have sampled values of $0.15$ to $0.17\,E_h^{-1}$. The worst-case directions in $R$ and $J_3^{-1}$ account for the other factor, about $15$. A least-squares fit of $x^*$ in the hull gives $a=(0.0016,-0.1584,-0.4451,1.6019)$ and $\delta=7.77\times10^{-3}E_h$. In (\ref{dist}), $\sum_i|a_i|\|e_i\|^2=(1.41+4.35+1.22+0.42)\times10^{-3}=7.40\times10^{-3}E_h^2$, so $\|Qg_3\|\le(19.55+1.74)\times10^{-3}=2.13\times10^{-2}E_h$, which is $4.5$ times the value. That $\|e_4\|=3.90\times10^{-3}E_h$ is below $\delta$ is possible because the term $-C_0\bar g$ leaves the hull. The least change is $\|C_3-I\|_F=0.716$. Broyden's second method on the same four points leaves $\|C\Delta g_k-\Delta x_k\|/\|\Delta x_k\|=0.016$ and $0.17$ for $k=0,1$ and zero within rounding for $k=2$.

\emph{Orders.} An order is $\log_2$ of the ratio of norms at $t$ and $t/2$, with the terms taken from (\ref{split}). For four random unit vectors $d_i$ and $t=0.004$, $0.002\,E_h$, the orders of $L,U,M$ are $2.000$, $0.999$, $2.000$. At the smaller $t$ the vectors differ from the leading terms (\ref{lead}), with $g''$ from second central differences of $g$, by $4\times10^{-4}$, $1\times10^{-3}$ and $5\times10^{-4}$ of those terms. With $d_0,d_1,d_2$ held at length $0.3\,E_h$ and the newest error along $\sum_id_i$ at $4\times10^{-4}$ and $2\times10^{-4}E_h$, $L$ has order $2.000$ and $M$ has order $0.998$. For $n=N$, with a random orthonormal frame as $d_0,\dots,d_{53}$ and the newest direction opposite to their sum, $t=0.01$ and $0.005\,E_h$ give $\|e_{n+1}\|=5.97\times10^{-7}$ and $1.49\times10^{-7}E_h$, a ratio of $4.0$. One further random unit direction, at $t=0.05\,E_h$, gives $\|Sz\|=6.1\times10^{-5}E_h$ for the null vector $z$ of $Y$ from a singular value decomposition, and $6\times10^{-17}E_h$ for the linearized $g$.

\emph{Commutator.} For the four random directions at $t=0.002\,E_h$, the commutator coefficients differ in Euclidean norm by $3.3\times10^{-5}$ from the seminorm coefficients (order $1.000$) and by $0.21$ from the full-norm ones (order $0.000$). On the stored points $x_0,\dots,x_3$ they are $c=(0.041,-0.204,-0.868,2.031)$, and the step has error $1.72\times10^{-3}E_h$, which is $0.44$ of the residual-DIIS value $3.90\times10^{-3}E_h$, although its $\|\bar g\|$ cannot be smaller. Neither functional minimizes (\ref{Uov}). This term dominates the residual-DIIS step; it also dominates the commutator step, with $\|U\|=1.64\times10^{-3}E_h$ in place of $3.89\times10^{-3}E_h$, while $\|M\|=3.9\times10^{-4}E_h$ is twelve times larger and the weight $c_0$ on the most distant point about 80 times larger. The commutator discards the blocks that (\ref{Uov}) ignores but omits the weight $J_n^{-1}V\chi_n$; a smaller error is therefore not guaranteed, and on the stored points $x_0,x_1$ the commutator step has error $5.59\times10^{-2}E_h$ against $5.24\times10^{-2}E_h$ for residual DIIS.

Numerical values quoted here were computed with a short program.
